Subthreshold Swing of a MOS Transistor from a Capacitive Divider

In a model MOS transistor at 300 K, with a 5 nm oxide and some charge traps at its interface, the gate voltage must rise by 78 mV to multiply a weak drain current by ten. Without the traps, 71 mV is enough. With the traps kept and the oxide thinned to 2 nm, 68 mV is enough. Each of these numbers lies above 59.5 mV, a voltage that contains the temperature and no property of the transistor. Two questions follow: where the 59.5 mV comes from, and why the oxide and the traps add to it.

**1. The quantity and the model**

The subthreshold swing is the gate voltage needed per decade of drain current,

S = dV_G/d(log₁₀ I). (1)

A small S means that the transistor turns off sharply.

Consider a long n-channel device on a p-type body with uniform, fully ionised acceptor density N_A. The coordinate x runs from the oxide interface, x = 0, into the body. The potential ψ(x) is zero deep in the body and equals ψ_s at the interface. All charges Q and capacitances C are per unit area, q is the positive elementary charge, and φ_t = k_BT/q is the thermal voltage. Carriers obey Boltzmann statistics until Section 8. The body Fermi potential φ_F is defined through the intrinsic density n_i:

φ_F = φ_t ln(N_A/n_i). (2)

At the interface the electron density equals n_i when ψ_s = φ_F and equals N_A when ψ_s = 2φ_F. Weak inversion is the range between these values: electrons outnumber holes at the surface, but their charge is still small beside that of the acceptors.

**2. The divider**

The gate voltage, counted from the flat-band voltage V_FB, drops partly across the oxide and partly across the body. The oxide drop is V_G − V_FB − ψ_s, so the gate carries the charge C_ox(V_G − V_FB − ψ_s), where C_ox = ε_ox/t_ox. Overall neutrality makes this equal and opposite to the charge on the other side of the oxide:

C_ox(V_G − V_FB − ψ_s) = −(Q_dep + Q_inv + Q_it). (3)

The three terms are the acceptor charge of the depletion layer, the charge of the mobile electrons, and the charge in interface traps. Here V_FB is the flat-band voltage without trap charge; it also absorbs any fixed oxide charge.

All three charges become more negative as ψ_s rises. Define positive capacitances by C_j = −dQ_j/dψ_s and differentiate (3) with respect to ψ_s:

C_ox(dV_G/dψ_s − 1) = C_dep + C_inv + C_it,

dV_G/dψ_s = 1 + (C_dep + C_inv + C_it)/C_ox. (4)

This is the relation for a capacitor C_ox in series with a group of parallel capacitors. The group is parallel because its charges respond to the same potential ψ_s and add. A constant charge has no derivative, so it shifts V_G without changing (4).

When C_inv is negligible, the right-hand side is called n:

n = 1 + (C_dep + C_it)/C_ox. (5)

A gate step dV_G then moves the surface by dV_G/n.

**3. Depletion and trap capacitances**

In the depletion approximation, holes are absent for 0 < x < w and the body is neutral beyond w. The charge density is −qN_A, so Poisson's equation reads

d²ψ/dx² = qN_A/ε_s.

Both ψ and its slope vanish at x = w. Integrating twice gives ψ = qN_A(w − x)²/(2ε_s). Setting x = 0 and solving for w,

w = √[2ε_sψ_s/(qN_A)], Q_dep = −qN_Aw = −√(2ε_sqN_Aψ_s).

Differentiation gives

C_dep = √[ε_sqN_A/(2ψ_s)] = ε_s/w. (6)

The second form shows that a small change of ψ_s adds charge at the far edge of the layer, a distance w from the interface.

For the traps, let D_it be their number per area and energy, uniform across the gap. Measure trap energy E from midgap at the surface. The Fermi level lies at u = q(ψ_s − φ_F) on this scale, and the occupation is f = 1/{1 + exp[(E − u)/k_BT]}. Apart from a constant,

Q_it = −qD_it ∫ f dE,

with the integral taken over the gap. Since f depends on E − u, ∂f/∂u = −∂f/∂E, and therefore

dQ_it/du = −qD_it[f(lower edge) − f(upper edge)] ≈ −qD_it.

The last step requires the Fermi level to be many k_BT from both edges. With du = q dψ_s,

C_it = q²D_it. (7)

The factor q² has two origins: one q converts potential to energy, the other converts trapped electrons to charge. Equation (7) also requires a gate sweep slow enough for the traps to fill and empty. Traps that cannot follow act as fixed charge and drop out of n.

**4. Electron charge**

At low drain voltage the electrons are close to equilibrium. Their density is (n_i²/N_A)exp(ψ/φ_t), and by (2) n_i²/N_A = N_A exp(−2φ_F/φ_t). At the surface it is thus

n_s = N_A exp[(ψ_s − 2φ_F)/φ_t].

Near the interface ψ ≈ ψ_s − F_sx, where F_s is the surface field. The electron density then decays as exp(−F_sx/φ_t), and integration over x gives

|Q_inv| ≈ qn_sφ_t/F_s.

The field comes from the acceptor charge: F_s = qN_Aw/ε_s = qN_A/C_dep. Substituting,

|Q_inv| ≈ φ_tC_dep exp[(ψ_s − 2φ_F)/φ_t]. (8)

Take the logarithm. By (6), ln C_dep contributes −½ ln ψ_s, so

d ln|Q_inv|/dψ_s = 1/φ_t − 1/(2ψ_s). (9)

The first term is the Boltzmann factor. The second arises because a larger field presses the electrons into a thinner layer, which slightly weakens the growth of their total charge.

Multiplying (9) by |Q_inv| gives, to leading order in φ_t/ψ_s,

C_inv ≈ C_dep exp[(ψ_s − 2φ_F)/φ_t]. (10)

This is exponentially small beside C_dep until ψ_s approaches 2φ_F. The electrons can carry the current and yet be left out of the charge balance that fixes ψ_s.

**5. From charge to swing**

Let V be the amount, in volts, by which the electron Fermi level has dropped below its value at the source. Drift and diffusion together give a current of magnitude

I = μW|Q_inv| dV/dy, (11)

where μ is the mobility, W the channel width and y the distance along the channel. If V_DS ≪ φ_t, the charge is nearly uniform along the length L, and I = μ(W/L)|Q_inv|V_DS. For constant mobility, I and |Q_inv| have the same logarithmic derivative with respect to ψ_s.

Since log₁₀ I = ln I/ln 10, definition (1) and the chain rule give

S = ln 10 · (dV_G/dψ_s)/(d ln I/dψ_s).

Insert (5) and (9), and multiply numerator and denominator by φ_t:

S = ln 10 · φ_t n/[1 − φ_t/(2ψ_s)]. (12)

Dropping the small term in the denominator leaves the divider formula

S ≈ ln 10 · (k_BT/q)[1 + (C_dep + C_it)/C_ox]. (13)

Each factor has its own origin. The voltage ln 10 · k_BT/q is the rise of surface potential that multiplies a Boltzmann population by ten. The bracket is the gate voltage spent per unit of that rise. At 300 K,

ln 10 · k_BT/q = 2.3026 × 25.852 mV = 59.53 mV,

which is the familiar 60 mV per decade.

A larger drain voltage does not spoil the result in a long channel, as long as C_inv is negligible. The current is the same at every y, so integrating (11) from source to drain gives

I = μ(W/L) ∫₀^{V_DS} |Q_inv(V)| dV. (14)

Suppose the traps follow the local electron Fermi level. Their charge then depends on ψ_s − V, and differentiating (3) along the channel at fixed V_G gives

−C_ox dψ_s = C_dep dψ_s + C_it(dψ_s − dV),

dψ_s/dV = a, with a = C_it/(C_ox + C_dep + C_it).

The electron density varies as exp[(ψ_s − V)/φ_t], so with nearly constant capacitances the charge falls as exp[−(1 − a)V/φ_t]. Equation (14) becomes

I ≈ μ(W/L)|Q_inv(0)| · φ_t/(1 − a) · {1 − exp[−(1 − a)V_DS/φ_t]}. (15)

To this accuracy the factors after |Q_inv(0)| do not depend on V_G, and the swing is that of the charge at the source. The current saturates once V_DS exceeds a few times φ_t/(1 − a), because the drain end is then almost empty of electrons. When a is small this is a few φ_t.

**6. A worked device**

Take N_A = 10¹⁷ cm⁻³, n_i = 10¹⁰ cm⁻³ at 300 K, relative permittivities 12 for the body and 4 for the oxide, a gap of 1.1 eV, t_ox = 5 nm and D_it = 5 × 10¹¹ cm⁻² eV⁻¹. These are round model values. Equation (2) gives

φ_F = 0.025852 V × ln(10⁷) = 0.4167 V.

Choose the middle of weak inversion, ψ_s = 1.5φ_F = 0.625 V. The depletion width is 91.0 nm, and the capacitances in μF/cm² are

C_ox = 0.708, C_dep = 0.117, C_it = 0.080.

For C_it, a density per electronvolt needs one numerical factor of the elementary charge: 5 × 10¹¹ × 1.602 × 10⁻¹⁹ = 8.01 × 10⁻⁸ F/cm². The Fermi level is 0.208 eV above midgap, about 0.34 eV from the nearer band edge, so (7) applies. Then

n = 1 + (0.117 + 0.080)/0.708 = 1.278,

S ≈ 59.53 mV × 1.278 = 76.1 mV per decade.

The surface receives 1/n = 78% of a small gate step. The thinning term is φ_t/(2ψ_s) = 0.0207, and (12) raises the swing to 76.07/0.9793 = 77.7 mV per decade.

An independent calculation uses the full charge balance, integrates the electron charge over depth and along the channel, and differentiates the current numerically. It gives 78.0 mV per decade. Relative to this value, (13) is 2.5% low and (12) is 0.5% low. At V_DS = 0.5 V the numerical swing differs from its low-voltage value by only 0.03 mV per decade, as (15) leads one to expect.

Both the formulas and this calculation treat the electrons classically. Their layer has a thickness φ_t/F_s of only 1.9 nm here, less than the thermal wavelength of 4.3 nm for a particle with the free-electron mass. Lighter effective masses have longer wavelengths still. In a real device quantum confinement would therefore change the thinning term by an amount comparable to the term itself, and more so on cooling, when the classical layer thins and the wavelength grows. The agreement within 0.5% is a test inside the classical model.

Part of the remaining 0.5% can be traced to holes at the depletion edge. With holes and electrons retained, Poisson's equation is

d²ψ/dx² = (qN_A/ε_s){1 − exp(−ψ/φ_t) + exp[(ψ − 2φ_F)/φ_t]},

where the tiny electron density deep in the body has been neglected. Multiply by 2dψ/dx and integrate from the deep body, where potential and field vanish. Dropping exp(−ψ_s/φ_t) and exp(−2φ_F/φ_t) beside unity,

F_s² = (2qN_A/ε_s){ψ_s − φ_t + φ_t exp[(ψ_s − 2φ_F)/φ_t]}. (16)

The magnitude of the body charge is ε_sF_s. Differentiating (16) gives the total body capacitance

C_body = ε_s dF_s/dψ_s = (qN_A/F_s){1 + exp[(ψ_s − 2φ_F)/φ_t]}. (17)

At 1.5φ_F the exponential is negligible, and (17) becomes (6) with ψ_s replaced by ψ_s − φ_t. This raises C_dep by 2.1%, to 0.119 μF/cm², and n to 1.281, in agreement with the full charge balance. About 0.2% of the swing then remains, the size of the neglected terms of order (φ_t/ψ_s)² = 0.0017.

**7. Traps, oxide, temperature and threshold**

At fixed ψ_s, (13) is linear in D_it. The traps of the example add 59.53 × 0.0801/0.7083 = 6.7 mV per decade to the trap-free 69.3 mV. Four times as many add 26.9 mV, giving 96.3 mV per decade. The numerical swings are 71.2 mV without traps and 98.7 mV with the larger density.

The excess n − 1 is proportional to oxide thickness, since C_ox ∝ 1/t_ox. In (13) the 5 nm oxide costs 16.5 mV above the thermal value. A 2 nm oxide costs two fifths of this, for a total of 66.1 mV per decade; a 10 nm oxide costs twice as much, for 92.6 mV. A thin oxide therefore weakens the effect of traps as well as that of the depletion layer.

To approach the thermal value, take N_A = 10¹⁵ cm⁻³, a 1 nm oxide and no traps. Tunnelling through so thin an oxide is left out of the model, as it is for the 2 nm oxide. The divider is then nearly perfect, and (13) gives 59.8 mV per decade. The numerical swing is 61.8 mV. Most of this difference is the thinning term, since (12) gives 61.5 mV. The value 59.5 mV is thus a floor for this model, and a good divider alone does not quite reach it.

Cooling lowers S mainly through φ_t, but n changes as well. At 150 K the dopants are still taken as fully ionised and the traps as following the sweep; both are model assumptions that a real device may not meet at this temperature. Now n_i is much smaller and φ_F is larger. The point 1.5φ_F moves to 0.745 V, the depletion layer widens, and n falls from 1.278 to 1.264. Formula (13) gives 37.6 mV per decade, slightly less than half its 300 K value. This compares equal ψ_s/φ_F, not equal currents: at 150 K the surface electron density at this point is only about 5 × 10⁻⁹ of N_A, against 3 × 10⁻⁴ at 300 K. In all seven devices computed, including this one, (12) was tested against the numerical swing at ψ_s = 1.5φ_F and agreed within 1%; the error is larger towards both ends of weak inversion.

The formula fails as the surface nears ψ_s = 2φ_F. At 1.5φ_F, (10) gives C_inv/C_dep = exp(−8.06) ≈ 3 × 10⁻⁴. At 2φ_F the exponential in (17) is one, the terms ±φ_t in (16) cancel, and C_body is twice the C_dep of (6): the electrons contribute as much as the acceptors. Since C_dep ∝ ψ_s^(−1/2), its value there is 0.117 × √0.75 = 0.101 μF/cm². The omitted C_inv adds

59.53 mV × 0.101/0.708 = 8.5 mV

to the simple swing of 74.8 mV. The numerical swing at low drain voltage is 85.1 mV per decade, so this accounts for most of the discrepancy. The gate is now spending charge on the electrons themselves, and the exponential turn-on is ending.

At the other end of the range, a leakage current I₀ that does not depend on V_G can hide the swing. The total current is I + I₀, and

d ln(I + I₀)/dV_G = [I/(I + I₀)] d ln I/dV_G.

The apparent swing is therefore S(1 + I₀/I). It grows without any change in the divider once I falls to the level of I₀. In a short channel the drain field also induces charge under the gate. Equation (3) has no term for this, and (13) should not be applied there unchanged.

**8. Cryogenic operation and band tails**

With n = 1, the thermal swing is 15.3 mV per decade at 77 K and 0.79 mV at 4 K. The second number requires a band edge that is sharp on the scale of k_BT, about 0.3 meV at 4 K. Suppose instead that the conducting states extend below the edge, E = 0, in an exponential tail of width W_t:

g(E) = g₀ exp(E/W_t) for E < 0, g(E) = g₀ for E > 0. (18)

Energies in this section are measured from the band edge at the surface. The Fermi level E_F lies well below it, and a rise dψ_s lifts E_F by q dψ_s on this scale. The number of occupied states is N = ∫ g f dE.

First let k_BT > W_t. The tail dies away below the edge faster than the Boltzmann factor grows, so the population falls off below E = 0 over the energy 1/(1/W_t − 1/k_BT). This energy becomes large as k_BT approaches W_t. If E_F lies many times this energy, and many k_BT, below the edge, nearly all the electrons are in states where f ≈ exp[(E_F − E)/k_BT], and

N ≈ g₀ exp(E_F/k_BT)[k_BT + 1/(1/W_t − 1/k_BT)].

The first term in the bracket comes from the band and the second from the tail. The bracket does not contain E_F, so d ln N/dE_F = 1/k_BT and the thermal swing is unchanged.

Now let k_BT < W_t. Put E = E_F + k_BTz in the tail integral:

N ≈ g₀k_BT exp(E_F/W_t) ∫ exp(k_BTz/W_t)/(1 + e^z) dz.

For k_BT < W_t the integrand decays in both directions. If E_F is far enough below the edge, the limits can be taken to ±∞ and the band states above the edge can be neglected. The integral is then independent of E_F, and d ln N/dE_F = 1/W_t. With equal mobility for all states, neglecting the thinning term, and with E_F low enough that the capacitance q²N/W_t of the tail electrons is small beside C_ox,

S ≈ ln 10 · nW_t/q for k_BT < W_t. (19)

The tail has taken the place of the thermal energy: further cooling sharpens the Fermi function, but not the density of states that it fills.

For W_t = 3 meV the crossover temperature W_t/k_B is 34.8 K. Direct integration of (18) with the Fermi function, at n = 1, gives 59.5 mV per decade at 300 K and 15.3 mV at 77 K, both thermal. At 4 K it gives 6.9 mV per decade, nearly nine times the thermal value and equal to ln 10 · W_t/q.

This calculation shows what a conducting tail does; it does not show that a given transistor has one. If the tail states trap electrons without carrying current, they belong in C_it instead, and (19) does not apply. The divider factor n must also be evaluated at the low temperature, where complete dopant ionisation and traps that keep up with the sweep are separate assumptions. The numerical output below lists the values for the cases computed.

Computed results

```
INPUTS
temperature: 300 K
acceptor density: 1.0e+17 cm^-3
intrinsic density at 300 K: 1.0e+10 cm^-3
relative permittivity, body: 12
relative permittivity, oxide: 4
gap: 1.1 eV
oxide thickness: 5.0 nm
trap density: 5.0e+11 cm^-2 eV^-1
WORKED EXAMPLE
thermal voltage kT/q: 25.852 mV
ln(10): 2.3026
ideal swing ln(10)kT/q: 59.53 mV/decade
phi_F: 0.4167 V
psi_s = 1.5 phi_F: 0.6250 V
depletion width: 91.0 nm
C_ox: 0.7083 uF/cm^2
C_dep: 0.1167 uF/cm^2
C_it: 0.0801 uF/cm^2
n from formula: 1.2778
n from full charge balance: 1.2814
surface share 1/n: 0.7826
C_inv numerical: 3.77e-05 uF/cm^2
C_inv formula: 3.69e-05 uF/cm^2
SWING in mV/decade at psi_s = 1.5 phi_F: simple, refined, numerical
worked example: 76.07, 77.67, 78.04
no traps: 69.33, 70.80, 71.16
traps 2e12 cm^-2 eV^-1: 96.26, 98.29, 98.71
oxide 2 nm: 66.14, 67.54, 67.76
oxide 10 nm: 92.60, 94.56, 95.18
150 K: 37.62, 37.95, 38.00
near ideal: 1e15 cm^-3, 1 nm, no traps: 59.76, 61.54, 61.81
150 K case: psi_s 0.7452 V, n 1.2640
numerical swing, V_DS 1 mV: 78.04 mV/decade
numerical swing, V_DS 0.5 V: 78.01 mV/decade
at psi_s = 2 phi_F, simple: 74.75 mV/decade
at psi_s = 2 phi_F, numerical: 85.13 mV/decade
BAND TAIL (n = 1, all tail states conducting)
tail width: 3.0 meV
crossover temperature W_t/k: 34.8 K
tail-limited swing ln(10)W_t/q: 6.91 mV/decade
300 K, Fermi level -200 meV: thermal 59.53, with tail 59.54 mV/decade
77 K, Fermi level -100 meV: thermal 15.28, with tail 15.28 mV/decade
4 K, Fermi level -20 meV: thermal 0.79, with tail 6.91 mV/decade
```
